# Hartree-Fock energy and double counting in the Galitskii-Migdal formula, part 2

The Galitskii-Migdal (GM) formula gives the ground-state energy $E$ of interacting electrons from their Green's function $G$. With the Hartree-Fock $G$ it yields (10), which equals the Hartree-Fock energy $E_{\rm HF}=\langle\Phi|H|\Phi\rangle$. Point 3 of the question remains: what is counted twice, and where?

Hartree atomic units are used, with $\hbar=1$ and fixed nuclei. The electronic Hamiltonian is $H=\hat h+\hat V$. Here $\hat h=\sum_{pq}h_{pq}a_p^\dagger a_q$ is the bare one-electron part, $\hat V$ the electron repulsion, and $a_p$ annihilates an electron in spin orbital $\chi_p$. The integrals are

$$\langle pq|rs\rangle=\int dx_1dx_2\,\chi_p^*(x_1)\chi_q^*(x_2)\,\frac{1}{r_{12}}\,\chi_r(x_1)\chi_s(x_2),$$

and $\langle pq\|rs\rangle=\langle pq|rs\rangle-\langle pq|sr\rangle=\langle qp\|sr\rangle$. With $\gamma_{pq}=\langle a_q^\dagger a_p\rangle$ and the time-ordered $G_{pq}(t,t')=-i\langle T\,a_p(t)a_q^\dagger(t')\rangle$, the exact relations are

$$\sum_p a_p^\dagger[a_p,H]=\hat h+2\hat V. \tag{2}$$

$$E=-\frac i2\lim_{t'\to t^+}\sum_{pq}\big(\delta_{pq}\,i\partial_t+h_{pq}\big)\,G_{qp}(t,t'). \tag{4}$$

$$E=\frac12\sum_n\sum_{pq}\big(\varepsilon_n\delta_{pq}+h_{pq}\big)f_{np}^*f_{nq}. \tag{6}$$

$$E=\frac12\oint_{\mathcal C}\frac{dz}{2\pi i}\,\mathrm{Tr}\big[(z+h)G(z)\big], \tag{7}$$

Here $f_{np}=\langle n|a_p|\Psi_0\rangle$ and $\varepsilon_n=E_0^N-E_n^{N-1}$, for the $N$-electron ground state $\Psi_0$ and $(N-1)$-electron eigenstates $|n\rangle$. The first removal moment is $\sum_{np}\varepsilon_n|f_{np}|^2$. The loop $\mathcal C$ runs counterclockwise around the removal poles only.

In Hartree-Fock, $G(z)=(z-F)^{-1}$ with the Fock matrix

$$F=h+\Sigma[\gamma],\qquad \Sigma_{pr}[\gamma]=\sum_{qs}\langle pq\|rs\rangle\,\gamma_{sq}. \tag{8}$$

Its orthonormal eigenvectors obey $FC_k=e_kC_k$, and $\hat F=\sum_{pq}F_{pq}a_p^\dagger a_q$. The determinant $\Phi$ fills the $N$ lowest, below a gap, and self-consistency means $\gamma=\sum_iC_iC_i^\dagger$. Indices $i,j$ label occupied spin orbitals, $a$ empty ones; $h_{kk}=C_k^\dagger hC_k$, and integrals such as $\langle ij\|ij\rangle$ are over these orbitals. The results are

$$E_{\rm GM}=\frac12\sum_{i\,\in\,\rm occ}\big(e_i+h_{ii}\big). \tag{10}$$

$$\langle\hat V\rangle=\frac12\sum_{i\neq j}\big(\langle ij|ij\rangle-\langle ij|ji\rangle\big)=\frac12\sum_{ij}\langle ij\|ij\rangle. \tag{11}$$

$$e_i=h_{ii}+\sum_j\langle ij\|ij\rangle. \tag{12}$$

$$\sum_ie_i=\langle\hat h\rangle+2\langle\hat V\rangle. \tag{13}$$

$$E_{\rm GM}=\langle\hat h\rangle+\langle\hat V\rangle=\langle\Phi|H|\Phi\rangle=\sum_ie_i-\langle\hat V\rangle. \tag{14}$$

For a closed shell, (10) becomes $E_{\rm GM}=\sum(e_i+h_{ii})$ over the doubly occupied spatial orbitals.

### What is counted twice (point 3)

For any set $S$ of these orbitals, the argument leading to (11) gives the energy of the corresponding determinant,

$$E(S)=\sum_{k\in S}h_{kk}+\frac12\sum_{k,l\in S}\langle kl\|kl\rangle .$$

The double sum visits the pair $\{k,l\}$ as $(k,l)$ and as $(l,k)$, with equal values by $\langle kl\|kl\rangle=\langle lk\|lk\rangle$, so the $\frac12$ leaves one interaction per pair. Remove orbital $i$ from $S$ and leave the others unchanged. The terms lost are $h_{ii}$, the terms with $k=i$ and the terms with $l=i$:

$$E(S)-E(S\setminus i)=h_{ii}+\frac12\sum_{l\in S}\langle il\|il\rangle+\frac12\sum_{k\in S}\langle ki\|ki\rangle=h_{ii}+\sum_{j\in S}\langle ij\|ij\rangle. \tag{15}$$

When $S$ is the full occupied set, this is $e_i$ by (12), which is Koopmans' theorem for frozen orbitals. Each $e_i$ therefore refers to taking electron $i$ out while all the other $N-1$ are present, and it contains the whole interaction of $i$ with each of them. The interaction of the pair $\{i,j\}$ appears in full in $e_i$ and again in full in $e_j$. That is the double counting, and subtracting $\langle\hat V\rangle$ in (14) removes one copy. In (10) the same thing is done electron by electron: $\frac12(e_i+h_{ii})=h_{ii}+\frac12\sum_j\langle ij\|ij\rangle$ assigns half of each pair energy to each partner.

The system can also be taken apart one electron after another. By (15) each step includes only partners that are still present, so a pair is charged once, when the first of its two members leaves. The steps add up to $E(\text{all})-E(\text{empty})=E$, and only the first step is guaranteed to be an orbital energy, since a later step for electron $i$ differs from $e_i$ by its interactions with the partners already removed.

The double counting is not a defect of Hartree-Fock. By (2) the exact first removal moment is $\langle\hat h\rangle+2\langle\hat V\rangle$ as well, for the same reason: every removal starts from the full $N$-electron state.

Three limits show the structure. Without interaction, $e_i=h_{ii}$ and (10) reduces to $\sum_ie_i$. With one electron, $\langle ii\|ii\rangle=0$ gives $E=e_1=h_{11}$, since there is no pair. With two or more electrons and Coulomb repulsion, $\langle\hat V\rangle$ is the average of the positive quantity $\sum 1/r_{12}$ over pairs, so $\sum_ie_i$ lies above the electronic Hartree-Fock energy.

### Worked example: LiH

The calculation is restricted Hartree-Fock in the STO-3G basis at a chosen bond length of 3.0 bohr, with 4 electrons, 6 spatial orbitals and 6 electron pairs. All energies are in hartree. Six decimals are kept only to display identities that are exact within the model, and sums of rounded entries can differ from the computed value by one unit in the last place. The model itself is much coarser. The correlation energy missed within this basis alone is about $0.02$ hartree (see below), and the error of the minimal basis is larger. In cc-pVQZ the total Hartree-Fock energy is $-7.987$ instead of $-7.862$, $e_1$ and $e_2$ move from $-2.348$ and $-0.286$ to $-2.445$ and $-0.302$, the lowest empty level drops from $0.078$ to $-0.003$, and $\langle\hat V\rangle$ falls from $3.593$ to $3.494$. The numbers below are properties of the STO-3G model, not converged values for the molecule.

For real spatial orbitals $\psi_1,\psi_2$ define $J_{mn}=\iint\psi_m(\mathbf r_1)^2\psi_n(\mathbf r_2)^2/r_{12}$ and $K_{mn}=\iint\psi_m(\mathbf r_1)\psi_n(\mathbf r_1)\psi_m(\mathbf r_2)\psi_n(\mathbf r_2)/r_{12}$. In $\langle ij|ij\rangle$ each electron keeps its spin function, so the spin sums give 1 and the value is $J$. In $\langle ij|ji\rangle$ each spin sum is the overlap of the two spin functions, so the value is $K$ for equal spins and 0 otherwise. The computed values are

- $e_1=-2.348477$, $e_2=-0.286330$, lowest empty level $0.078326$
- $h_{11}=-4.729969$, $h_{22}=-1.497470$
- $J_{11}=1.658528$, $J_{22}=0.488176$, $J_{12}=0.368225$, $K_{12}=0.013487$, $2J_{12}-K_{12}=0.722964$

The electron in $1\alpha$ interacts with $1\beta$ through $J_{11}$, with $2\beta$ through $J_{12}$ and with $2\alpha$ through $J_{12}-K_{12}$. The electron in $2\alpha$ has the corresponding partners. Equation (12) reads

$$e_1=h_{11}+J_{11}+(2J_{12}-K_{12})=-4.729969+1.658528+0.722964=-2.348477,$$

$$e_2=h_{22}+J_{22}+(2J_{12}-K_{12})=-1.497470+0.488176+0.722964=-0.286330 .$$

The same $0.722964$ stands in both lines. The six pairs are $1\alpha1\beta$ with $J_{11}$, $2\alpha2\beta$ with $J_{22}$, two opposite-spin pairs with $J_{12}$ and two equal-spin pairs with $J_{12}-K_{12}$:

$$\langle\hat V\rangle=J_{11}+J_{22}+2(2J_{12}-K_{12})=1.658528+0.488176+2(0.722964)=3.592632 .$$

The interaction contained in the four orbital energies is $2(e_1-h_{11})+2(e_2-h_{22})=2(2.381492)+2(1.211140)$, which agrees with $2\langle\hat V\rangle=7.185263$. The closed-shell form of (10) gives

$$E_{\rm GM}=(e_1+h_{11})+(e_2+h_{22})=-7.078446-1.783800=-8.862246 .$$

The spin-orbital form uses $\sum_ie_i=-5.269615$ and $\langle\hat h\rangle=-12.454878$, whose mean is the same number, and $\sum_ie_i-\langle\hat V\rangle=-5.269615-3.592632$ agrees as well. The electronic energy is $-241.154$ eV. The nuclear repulsion of charges 3 and 1 at 3.0 bohr is $1.000000$, so the total is $-7.862246$ hartree or $-213.943$ eV. Taking $\sum_ie_i$ for the electronic energy would be too high by $\langle\hat V\rangle$, which is $97.760$ eV.

Successive removal by (15), in the order $2\beta,2\alpha,1\beta,1\alpha$, goes as follows. The first step is $e_2=-0.286330$. The second lacks the partner $2\beta$ and is $e_2-J_{22}=-0.286330-0.488176=-0.774506$. The third lacks both electrons of orbital 2 and is $e_1-(2J_{12}-K_{12})=-2.348477-0.722964=-3.071441$. The last electron is alone and gives $h_{11}=-4.729969$. The sum is

$$-0.286330-0.774506-3.071441-4.729969=-8.862246 .$$

The numerical check tests these relations with explicit many-electron matrices: identity (2) as a matrix equation, $\Phi$ found by diagonalizing $\hat F$, and $\langle\hat h\rangle$, $\langle\hat V\rangle$ and the removal energies as expectation values. It evaluates (7) by quadrature of $(z-F)^{-1}$ with 400 points on a circle of radius $1.447999$ that crosses the real axis at $-3$ and at mid-gap, $-0.104002$, and it evaluates (4) by a finite difference in time. Both give $-8.862246$, and the loop counts $4.000000$ electrons.

With the exact Green's function in this basis, (6) has first removal moment $-5.336704$ and $\langle\hat h\rangle=-12.428305$. Their mean is $-8.882504$, equal to the full configuration-interaction electronic energy. The Hartree-Fock value misses $-0.020258$, about 0.2 % of that energy. This figure belongs to the minimal basis: full configuration interaction in cc-pVDZ gives $-0.031$, and the second-order (MP2) estimate grows from $-0.013$ in STO-3G to $-0.065$ with cc-pCVTZ on Li and cc-pVTZ on H. The exact interaction energy is $-8.882504+12.428305=3.545801$, lower than the Hartree-Fock one by $0.046831$, while $\langle\hat h\rangle$ is higher by $0.026573$. Equation (10) is thus exact for the determinant and approximate for the molecule.

### Where self-consistency was used, and what happens without it

Equation (10) needed only the pole form of $G$. Equation (12) needed the $\gamma$ inside $F$ to be built from the eigenvectors of that same $F$. Suppose that $F_{\rm in}=h+\Sigma[\gamma_{\rm in}]$ is diagonalized once, its $N$ lowest eigenvectors giving a determinant $\Phi_{\rm out}$ with density matrix $\gamma_{\rm out}\neq\gamma_{\rm in}$. The sum of the occupied eigenvalues is $\mathrm{Tr}[F_{\rm in}\gamma_{\rm out}]$, so (10) reads $E_{\rm GM}=\frac12\mathrm{Tr}[(F_{\rm in}+h)\gamma_{\rm out}]$. For any determinant, (11) can be written $\langle\hat V\rangle=\frac12\mathrm{Tr}(\Sigma[\gamma]\gamma)$ by the same transformation that gave (12), so

$$\langle H\rangle_{\rm out}=\mathrm{Tr}[h\gamma_{\rm out}]+\tfrac12\mathrm{Tr}(\Sigma[\gamma_{\rm out}]\gamma_{\rm out})=\tfrac12\mathrm{Tr}[(F_{\rm out}+h)\gamma_{\rm out}],$$

with $F_{\rm out}=h+\Sigma[\gamma_{\rm out}]$. Subtracting,

$$E_{\rm GM}-\langle H\rangle_{\rm out}=\tfrac12\mathrm{Tr}\big[(F_{\rm in}-F_{\rm out})\gamma_{\rm out}\big]. \tag{16}$$

The size of the two errors near the self-consistent $\gamma$ follows from three facts. Write $\gamma_{\rm in}=\gamma+\delta_{\rm in}$ and $\gamma_{\rm out}=\gamma+\delta_{\rm out}$.

First, $\delta_{\rm out}$ is of first order in $\delta_{\rm in}$. The perturbation $\Sigma[\delta_{\rm in}]$ mixes an empty orbital $a$ into an occupied orbital $i$ with amplitude $\Sigma[\delta_{\rm in}]_{ai}/(e_i-e_a)$, and the gap keeps the denominator away from zero.

Second, $\mathrm{Tr}(\Sigma[A]B)=\sum\langle pq\|rs\rangle A_{sq}B_{rp}$ is symmetric in $A$ and $B$, by $\langle pq\|rs\rangle=\langle qp\|sr\rangle$ and the renaming $p\leftrightarrow q$, $r\leftrightarrow s$. The two cross terms in the quadratic part of the energy are therefore equal, and

$$\langle H\rangle_{\rm out}=E_{\rm HF}+\mathrm{Tr}[F\delta_{\rm out}]+\tfrac12\mathrm{Tr}(\Sigma[\delta_{\rm out}]\delta_{\rm out}).$$

Third, the density matrix of a determinant is a projector. From $(\gamma+\delta)^2=\gamma+\delta$ and $\gamma^2=\gamma$ follows $\gamma\delta+\delta\gamma+\delta^2=\delta$. In the eigenbasis of $F$ the diagonal element for an occupied orbital gives $2\delta_{ii}+(\delta^2)_{ii}=\delta_{ii}$, so $\delta_{ii}=-(\delta^2)_{ii}$. For an empty orbital it gives $\delta_{aa}=(\delta^2)_{aa}$. Since $\mathrm{Tr}[F\delta_{\rm out}]=\sum_ke_k\delta_{kk}$ contains only these elements, it is of second order, and so is the whole error of $\langle H\rangle_{\rm out}$ relative to $E_{\rm HF}$.

The right side of (16) has no such protection. By linearity and the symmetry just shown, it equals $\frac12\mathrm{Tr}\big(\Sigma[\gamma](\delta_{\rm in}-\delta_{\rm out})\big)$ plus second-order terms. Unless this trace happens to vanish, $E_{\rm GM}$ is wrong at first order. A first-order error changes sign with $\delta_{\rm in}$, so $E_{\rm GM}$ can fall on either side of $E_{\rm HF}$ and is not a variational bound.

For LiH take $\gamma_{\rm in}=\gamma+\lambda(\gamma_{\rm core}-\gamma)$, where $\gamma_{\rm core}$ comes from the lowest eigenvectors of $h$ alone. At $\lambda=1$ the values are $E_{\rm GM}=-8.829607$ and $\langle H\rangle_{\rm out}=-8.861326$. Their difference, $0.031719$, equals the right side of (16), half the trace. Relative to $E_{\rm HF}=-8.862246$ the errors are $0.032639$ and $0.000920$. Going from $\lambda=0.01$ to $0.005$ divides the error of $E_{\rm GM}$ by $2.000$ and that of $\langle H\rangle_{\rm out}$ by $4.003$, as first and second order require.

The same reasoning covers any Green's function $(z-h-W)^{-1}$ with a static one-body potential $W$ and density matrix $\gamma$. Equation (10) then yields $\mathrm{Tr}[h\gamma]+\frac12\mathrm{Tr}[W\gamma]$, and this is $\langle H\rangle$ of the determinant only if $\mathrm{Tr}[W\gamma]=\mathrm{Tr}(\Sigma[\gamma]\gamma)$. For $W=0$ the formula returns $\sum_ih_{ii}$ and the repulsion is missing altogether.

The gap entered in three places: it made $\Phi$ unique, it let the loop in (7) pass between occupied and empty levels, and it kept $\delta_{\rm out}$ of first order in $\delta_{\rm in}$, on which the error orders above depend. If the highest occupied level is degenerate with an empty one, the determinant has to be specified. Equations (10) to (14) still hold through the time form (4) for any determinant whose orbitals are eigenvectors of the Fock matrix built from that same determinant, because the derivation used nothing else about $\Phi$.

## Numbers as computed

```
LiH RHF/STO-3G: 4 electrons, 6 spatial orbitals, 6 pairs
bond length = 3.0 bohr
e_1 = -2.348477 hartree
e_2 = -0.286330 hartree
e_LUMO = 0.078326 hartree
mid-gap = -0.104002 hartree
h_11 = -4.729969 hartree
h_22 = -1.497470 hartree
J_11 = 1.658528 hartree
J_22 = 0.488176 hartree
J_12 = 0.368225 hartree
K_12 = 0.013487 hartree
2J_12 - K_12 = 0.722964 hartree
e_1 - h_11 = 2.381492 hartree
e_2 - h_22 = 1.211140 hartree
e_1 + h_11 = -7.078446 hartree
e_2 + h_22 = -1.783800 hartree
sum of e_i, spin orbitals = -5.269615 hartree
sum of h_ii = <h> = -12.454878 hartree
<V> = 3.592632 hartree
2<V> = 7.185263 hartree
E = 1/2 sum (e_i + h_ii) = -8.862246 hartree
E, contour quadrature = -8.862246 hartree
E, time derivative = -8.862246 hartree
<Phi|H|Phi> = -8.862246 hartree
sum e_i - <V> = -8.862246 hartree
nuclear repulsion = 1.000000 hartree
total HF energy = -7.862246 hartree
contour radius = 1.447999 hartree
contour (400 points) electron count = 4.000000 electrons
E electronic = -241.154 eV
total HF energy = -213.943 eV
<V> = 97.760 eV
sequential removal of 2 beta = -0.286330 hartree
sequential removal of 2 alpha = -0.774506 hartree
sequential removal of 1 beta = -3.071441 hartree
sequential removal of 1 alpha = -4.729969 hartree
sum of sequential removals = -8.862246 hartree
one step from core density: GM = -8.829607 hartree
one step from core density: <H> = -8.861326 hartree
difference GM - <H> = 0.031719 hartree
1/2 Tr[(F_in - F_out) gamma_out] = 0.031719 hartree
GM error ratio, lam 0.01 over 0.005 = 2.000 (pure number)
<H> error ratio, lam 0.01 over 0.005 = 4.003 (pure number)
exact G: first removal moment = -5.336704 hartree
exact G: <h> = -12.428305 hartree
exact G: GM energy = -8.882504 hartree
full CI electronic energy = -8.882504 hartree
correlation energy = -0.020258 hartree
```
